# The XMCD spin sum rule at L2,3 edges and its failure

A magnetic ion absorbs left and right circularly polarized X-rays differently, and the difference at the \(L_3\) and \(L_2\) edges carries its spin. Without the exact relation between the two, the spin that is read off can be badly wrong. For a model \(d^8\) ion treated below, taking the signal to measure spin alone gives \(S_z=1.60\) where the true value is 1.00, because an anisotropy of the spin density adds to the signal with a large weight. Even with that term included, the relation holds for intensities sorted by the level of the core hole, while a measurement sorts them by energy. The two sortings can differ once the core hole interacts with the valence shell.

Consider an ion in a state \(|g\rangle\) with a full \(2p\) shell and \(n_h\) holes in the \(3d\) shell. The valence state may be correlated in any way. Atomic units are used in the algebra, and spin and orbital moments are in units of \(\hbar\). In the electric dipole approximation, with \(2p\to3d\) transitions alone and one radial integral \(R\) for all of them, the transition operator is

\[
D_q=R\sum_{v\kappa}\langle v|C_q|\kappa\rangle\,d_v^\dagger c_\kappa ,\qquad
C_{\pm1}=\mp\frac{n_x\pm i n_y}{\sqrt2},\quad C_0=n_z .
\]

Here \(v\) and \(\kappa\) label \(3d\) and \(2p\) spin orbitals, \(\mathbf n\) is the unit position vector, and \(q\) is the change in the electron's magnetic quantum number \(m\) along \(z\). Naming the circular polarizations the other way round reverses the sign of every dichroic quantity. The absorption cross section contains a factor of photon energy, so intensities are integrals of the absorption divided by that energy.

Let \(\mathcal P_3\) and \(\mathcal P_2\) project final states onto a core hole in \(j=3/2\) and \(j=1/2\), the levels of the \(L_3\) and \(L_2\) edges. Summing over all final states with the hole in level \(j\) gives \(I_q^j=\langle g|D_q^\dagger\mathcal P_jD_q|g\rangle\). The many-body projector only restricts which core orbital is emptied, so it can be moved into the matrix element as a one-particle projector \(P_j\) on the \(2p\) shell. What remains is the expectation value of \(c_\kappa^\dagger d_v d_{v'}^\dagger c_{\kappa'}\). Moving \(c_\kappa^\dagger\) past two operators costs no sign, and \(c_\kappa^\dagger c_{\kappa'}|g\rangle=\delta_{\kappa\kappa'}|g\rangle\) for a full shell. Therefore

\[
I_q^j=R^2\,\mathrm{Tr}\big[h\,C_qP_jC_q^\dagger\big],\qquad h_{vv'}=\langle g|d_vd_{v'}^\dagger|g\rangle .
\]

The many-electron state enters through its hole matrix \(h\) alone. For a one-particle operator \(O\) write \(\langle O\rangle_h=\mathrm{Tr}(hO)\). Since \(h=1-\rho\), with \(\rho\) the electron density matrix, this is the full-shell trace of \(O\) minus its electron expectation value. The traces of the spin, orbital and dipole operators used here vanish, so their hole values are minus the electron values.

The core projectors follow from \(\mathbf l\cdot\mathbf s\), which equals \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\):

\[
P_3=\tfrac23(1+\mathbf l\cdot\mathbf s),\qquad P_2=\tfrac13(1-2\,\mathbf l\cdot\mathbf s),\qquad
P_3-2P_2=2\,\mathbf l\cdot\mathbf s .
\]

This is the origin of the factor 2 between the edges: the combination removes the spin-independent part and leaves the core spin-orbit operator. Because the dipole operator does not touch spin, the core spin is passed on to the \(d\) electron.

Define the dichroic intensities \(A_j=I_{+1}^j-I_{-1}^j\). For any operator \(X\) on the \(p\) shell, expanding the products gives

\[
C_1XC_1^\dagger-C_{-1}XC_{-1}^\dagger=-i(n_xXn_y-n_yXn_x)=-i\,\epsilon_{zij}\,n_iXn_j ,
\]

with repeated indices summed. Hence

\[
A_3-2A_2=2R^2\langle W_{za}s_a\rangle_h,\qquad W_{za}=-i\,\epsilon_{zij}\,n_i\,l_a\,n_j ,
\]

where \(l_a\) acts in the \(p\) shell and the outcome is projected on the \(d\) shell.

To evaluate \(W_{za}\), use the real orbitals \(|p_m\rangle=\sqrt{3/4\pi}\,n_m\), for which \(l_a|p_k\rangle=i\epsilon_{akm}|p_m\rangle\). Let \(|im)\) be the \(d\) part of \(n_i|p_m\rangle\),

\[
|im)=\sqrt{\tfrac{3}{4\pi}}\,\big(n_in_m-\tfrac13\delta_{im}\big),
\]

which is symmetric and has \(|ii)=0\) when summed over \(i\). The two factors of \(i\) combine with the minus sign to give \(W_{za}=\epsilon_{zij}\epsilon_{akm}|im)(jk|\). The product of the Levi-Civita symbols is

\[
\begin{aligned}
\epsilon_{zij}\epsilon_{akm}={}&\delta_{za}(\delta_{ik}\delta_{jm}-\delta_{im}\delta_{jk})
-\delta_{zk}(\delta_{ia}\delta_{jm}-\delta_{im}\delta_{ja})\\
&+\delta_{zm}(\delta_{ia}\delta_{jk}-\delta_{ik}\delta_{ja}).
\end{aligned}
\]

Every term containing \(\delta_{im}\) or \(\delta_{jk}\) forms a vanishing trace. The three survivors are

\[
W_{za}=\delta_{za}N-\sum_i\big[|iz)(ia|+|ia)(iz|\big],\qquad N=\sum_{im}|im)(im| .
\]

The operator \(N\) is a rotational scalar, hence a number on the \(d\) shell. Its trace is \(3\sum_{im}(n_in_m-\delta_{im}/3)^2=3(1-\tfrac23+\tfrac13)=2\), the integrand being constant on the sphere. Spread over five orbitals, this gives \(N=2/5\).

The tensor \(W_{za}\) is symmetric in its indices, so it contains a scalar and a traceless rank-two part. Within one \(l\) shell all rank-two tensor operators are proportional to each other, by the Wigner-Eckart theorem. One may therefore write

\[
W_{za}=\alpha\,\delta_{za}+\beta\,Q_{za},\qquad Q_{za}=\delta_{za}-3n_zn_a .
\]

The trace over the Cartesian indices fixes \(\alpha\): \(3N-2N=2/5=3\alpha\), so \(\alpha=2/15\). One diagonal element fixes \(\beta\). Take the \(m=0\) orbital, \(|d_0\rangle=\sqrt{5/16\pi}\,(3n_z^2-1)\). It is orthogonal to \(|xz)\) and \(|yz)\), while \(|zz)=\tfrac13\sqrt{12/5}\,|d_0\rangle\) has squared overlap \(4/15\) with it. Thus \(\langle W_{zz}\rangle=2/5-8/15=-2/15\). In the same orbital

\[
\langle n_z^2\rangle=\tfrac54\Big(\tfrac97-\tfrac65+\tfrac13\Big)=\tfrac{11}{21},\qquad
\langle Q_{zz}\rangle=1-\tfrac{11}{7}=-\tfrac47 .
\]

The condition \(-2/15=2/15-4\beta/7\) yields \(\beta=7/15\). Define the magnetic dipole operator

\[
T_z=\sum_i\big[\mathbf s_i-3\mathbf n_i(\mathbf n_i\cdot\mathbf s_i)\big]_z ,
\]

whose one-particle form is \(Q_{za}s_a\). Then

\[
A_3-2A_2=\frac{2R^2}{15}\,(2S_z+7T_z)_h .
\]

For the normalization, sum over \(q\) and both core levels. Since \(P_3+P_2=1\) and \(\sum_qC_qC_q^\dagger=\sum_{im}|im)(im|=2/5\), the total is \(I_{\rm tot}=\tfrac25R^2n_h\). Division removes the radial integral:

\[
\boxed{\;\frac{A_3-2A_2}{I_{\rm tot}}=\frac{(2S_z+7T_z)_h}{3n_h}\;}
\]

The unweighted sum of the edges is also needed below. With \(X=1\), the circular difference \(C_1C_1^\dagger-C_{-1}C_{-1}^\dagger\) is an axial vector component in the \(d\) shell, hence \(\gamma l_z\). The orbital \(m=2\) is reached from the \(p\) shell by \(q=+1\) alone, with strength \(N=2/5\), so \(2\gamma=2/5\) and \(\gamma=1/5\). This gives the orbital sum rule,

\[
\frac{A_3+A_2}{I_{\rm tot}}=\frac{(L_z)_h}{2n_h}.
\]

A single determinant with spin-up holes in \(m=2\) and \(m=1\) shows the factors at work. Set \(R=1\). The first hole is filled from \(p\) with \(m=1\), at strength \(2/5\). That core orbital, with spin up, is purely \(j=3/2\). The second hole is reached by \(q=+1\) from \(m=0\) at strength \(1/5\), as \(\gamma l_z\) requires, and by \(q=0\) from \(m=1\) with the remaining \(1/5\). The core orbital \(m=0\) with spin up has \(\langle\mathbf l\cdot\mathbf s\rangle=0\), so it is one third \(j=1/2\). No \(q=-1\) transition is possible. Therefore

\[
A_3=\tfrac25+\tfrac23\cdot\tfrac15=\tfrac8{15},\quad A_2=\tfrac1{15},\quad I_{\rm tot}=\tfrac45,
\quad 3n_h\frac{A_3-2A_2}{I_{\rm tot}}=6\cdot\tfrac12=3 .
\]

On the other side, \(S_z=1\). For spin up the diagonal element of the dipole operator is \(\tfrac12(1-3\langle n_z^2\rangle)\), and \(\langle n_z^2\rangle\) is \(1/7\) for \(m=2\) and \(3/7\) for \(m=1\). Hence \(T_z=2/7-1/7=1/7\), and \(2S_z+7T_z=3\). A small \(T_z\) supplies a third of the signal.

The same case shows why \(I_0\) matters. If it is not measured and is replaced by the mean of \(I_{+1}=0.6\) and \(I_{-1}=0\), the total becomes 0.9 in place of 0.8, and the rule returns 2.67 in place of 3.

The dipole term can also vanish. In a cubic field with two parallel-spin holes in the \(e_g\) orbitals, \(Q_{zz}\) is \(-4/7\) for the \(m=0\) orbital and \(+4/7\) for \(x^2-y^2\), which is built from \(m=\pm2\). The sum is zero, and the rule then measures spin alone, up to what \(3d\) spin-orbit coupling restores.

The derivation nowhere used the energies of the final states. It did use their sorting by \(\mathcal P_3\) and \(\mathcal P_2\). An experiment sorts by energy window instead. The two agree if the edges are separated and the final-state Hamiltonian commutes with \(\mathcal P_j\). Spin-orbit coupling, crystal field, exchange field and Coulomb repulsion within the \(3d\) shell act on \(d\) electrons alone and respect this condition. They may reshape each edge without harming the rule.

The Coulomb interaction \(V\) between the core hole and the \(3d\) shell does not respect it. \(V\) is unchanged when the orbital parts of all electrons are rotated together, but not when the core orbital is rotated together with the core spin alone, and that is the symmetry which makes the core \(j\) a good quantum number. The exchange integrals \(G_1\) and \(G_3\) swap core and valence orbitals. The direct integral \(F_2\) couples the quadrupole of the core hole to that of the valence shell, and the core quadrupole does not commute with the core \(\mathbf l\cdot\mathbf s\). Exchange is thus a cause of the failure, but not the only one.

The dipole exchange has a particularly close link to absorption. The \(k=1\) exchange part of the Coulomb interaction is

\[
V_{G_1}=G_1\sum_q\sum_{vv'\kappa\kappa'}\langle v|C_q^*|\kappa\rangle\langle\kappa'|C_q|v'\rangle\,
d_v^\dagger c_{\kappa'}^\dagger d_{v'}c_\kappa .
\]

Anticommutation gives \(d_v^\dagger c_{\kappa'}^\dagger d_{v'}c_\kappa=d_v^\dagger c_\kappa c_{\kappa'}^\dagger d_{v'}-\delta_{\kappa\kappa'}d_v^\dagger d_{v'}\). The first term is a product of a transition operator and an adjoint one. Because \(C_q^*=(-1)^qC_{-q}\), the sum over \(q\) can be relabelled, and with \(\sum_qC_qC_q^\dagger=2/5\) in the second term

\[
V_{G_1}=G_1\Big[\frac1{R^2}\sum_qD_qD_q^\dagger-\frac25N_d\Big],
\]

where \(N_d\) counts \(3d\) electrons. The number term is constant and mixes nothing. The first term lets the excited electron fall back into the core while another transition is made, and the new hole need not lie in the old level. The operator that excites the core also couples the edges.

Let a tilde mark intensities collected in energy windows, and let \(\delta=\tilde A_3-A_3\) be the dichroic weight gained by the \(L_3\) window. The two windows together contain every final state, so \(\tilde A_3+\tilde A_2=A_3+A_2\) and \(\tilde A_2=A_2-\delta\). The orbital sum rule survives the mixing. The spin combination does not, because it weights the edges differently:

\[
\tilde A_3-2\tilde A_2=A_3-2A_2+3\delta,\qquad
\Delta(2S_z+7T_z)_h=\frac{9n_h\,\delta}{I_{\rm tot}}=\frac{45}{2}\,\frac{\delta}{R^2}.
\]

A transfer of one hundredth of \(R^2\) already shifts the result by 0.225.

The transfer follows from perturbation theory when \(V\) is small compared with the edge splitting \(\Delta=\tfrac32\zeta_p\), where \(\zeta_p\) is the core spin-orbit constant. Neglect the valence splittings. A state \(|a\rangle\) of the lower, \(j=3/2\), group becomes \(|a\rangle-\Delta^{-1}\mathcal P_2V|a\rangle\), apart from mixing inside the group, which leaves the group projector unchanged. The projector on the lower window is therefore \(\mathcal P_3-\Delta^{-1}(\mathcal P_2V\mathcal P_3+\mathcal P_3V\mathcal P_2)\), and

\[
\delta=-\frac2\Delta\sum_{q=\pm1}q\,\mathrm{Re}\,\langle g|D_q^\dagger\mathcal P_3V\mathcal P_2D_q|g\rangle+O(\Delta^{-2}).
\]

This is an interference between the amplitudes for exciting the two edges. It is linear in \(V/\Delta\), whereas the admixed probability in a single state is quadratic, so weak mixing can produce a noticeable error. Its sign depends on the ground state. The formula was tested for \(F_2\), \(G_1\) and \(G_3\) separately against the slope found by diagonalization.

There is one filling at which the mixing is absent. A \(d^9\) ion is excited to a full \(3d\) shell, which is invariant under separate orbital and spin rotations. The interaction \(V\) then acts on the lone core hole as a constant and commutes with \(\mathcal P_j\).

With two holes the effect is present. The model \(d^8\) ion has 45 initial states and 60 final states, all kept. Here \(F_k\) and \(G_k\) are the full Slater integrals, often written \(F^k\) and \(G^k\), not the reduced parameters with numerical denominators divided out. The parameters are round values: \(F_2=10\) eV and \(F_4=6\) eV within the \(3d\) shell, a \(3d\) spin-orbit constant of 0.1 eV, a field of 0.1 eV acting on the \(3d\) spin, core-valence integrals \(F_2=6\), \(G_1=4\) and \(G_3=2\) eV, and \(\zeta_p=12\) eV, so that \(\Delta=18\) eV. Only the lowest initial state is occupied, as at zero temperature. Hybridization, \(4s\) final states and lifetime broadening are left out. Broadening is not negligible beside the errors found below: Lorentzian lines of half width 0.25 eV, cut in the middle of the gap between the edges, lower the reading by a further 2 to 3% in this model, with or without the core-valence coupling. The numerical output lists all cases.

Without a crystal field the hole values are \(S_z=0.999\) and \(T_z=0.173\), against 1 and 0.143 for the determinant above, and \(2S_z+7T_z=3.207\). Half of this is the 1.60 quoted at the start. With core-valence coupling switched off, the energy windows return 3.207. The direct term alone raises the reading by 7.65% of the true value, and exchange alone lowers it by 5.6%. Together they leave an error of \(+2.9\%\), so the small total hides two larger errors that partly cancel. The transfer accounts for it: \(A_3\) grows from 0.5427 to 0.5468, and \(22.5\times0.0041=0.092\), the difference between the apparent 3.2998 and the true 3.2074.

In a cubic field of octahedral sign, with \(e_g\) lying 1 eV above \(t_{2g}\) so that both holes occupy \(e_g\), the dipole term nearly vanishes, with \(T_z=0.005\), and the true sum is 2.019. The windows now give \(\tilde A_3=0.1349\) and \(\tilde A_2=-0.0585\), with \(I_{\rm tot}=0.8\), so the apparent value is

\[
6\times\frac{0.1349+2\times0.0585}{0.8}=1.89 ,
\]

which is 6.4% too small. Here the direct term (\(-4.9\%\)) and exchange (\(-1.9\%\)) act in the same direction. In this model the direct term is the larger in both cases. The sum \(\tilde A_3+\tilde A_2\) stays at 0.076 with or without the coupling, as the orbital rule demands.

The two cases also rule out a tempting shortcut. The \(L_3\) share of the total intensity rises in both when the full coupling is switched on, from 0.928 to 0.933 and from 0.736 to 0.754, yet the spin errors have opposite signs. In this model a change in the intensity ratio does not reveal even the sign of the correction.

First-order theory gives errors of 0.067 and \(-0.127\) in \(2S_z+7T_z\), against 0.092 and \(-0.129\) from the full spectra. It is good in the cubic case. It is rough in the other, where an \(F_2\) contribution of 0.269 stands against \(-0.230\) from \(G_1\), so that modest higher-order terms weigh heavily on the small remainder. Varying the edge splitting shows the same pattern. From 9 to 18, 36 and 72 eV the cubic error falls as 12.7, 6.4, 3.2 and 1.6% in magnitude, halving at each step as \(1/\Delta\) requires. Without the crystal field it falls as 7.2, 2.9, 1.2 and 0.6%, faster at first and near \(1/\Delta\) at the end. At 15,000 eV, a formal limit, both errors are below 0.01%.

The rule is thus most trustworthy where the core spin-orbit splitting far exceeds the core-valence integrals, and it fails progressively as the two become comparable. Resolved edges are no safeguard: at \(\Delta=6\) eV the two groups of lines in this model are still more than 3 eV apart, yet the errors are \(+12\%\) without the crystal field and \(-18\%\) with it. Once the edges overlap, the windows themselves are no longer defined. A calculation that treats each edge separately, with the core hole fixed in one \(j\) level, cannot show this failure, since it sorts the intensity by \(\mathcal P_j\) from the outset. Its agreement with the sum rule says nothing about the error made when the rule is applied to a measured spectrum. To estimate that error, both core levels and their Coulomb coupling to the valence shell must be treated in one final-state Hamiltonian.

## Values computed for the example and the checks

```
d-d Slater integrals F2, F4 (eV): 10.0 6.0
d spin-orbit constant, spin field (eV): 0.1 0.1
core-valence F2, G1, G3 (eV): 6.0 4.0 2.0
core spin-orbit constant, edge splitting (eV): 12.0 18.0
cubic splitting in second case (eV): 1.0
number of d holes: 2
intensities below in units of the squared radial integral
determinant: A3 0.53333, A2 0.06667, Itot 0.80000
determinant holes: Sz 1.00000, Tz 0.14286, 2Sz+7Tz 3.00000
[no crystal field] hole Sz 0.9988, Tz 0.1728, Lz 3.0012, 2Sz+7Tz 3.2074
  none: A3 0.5427, A2 0.0575, apparent 3.2074, error 0.00 %, L3 share 0.9281
  direct: A3 0.5536, A2 0.0466, apparent 3.4527, error 7.65 %, L3 share 0.9417
  exchange: A3 0.5348, A2 0.0655, apparent 3.0291, error -5.56 %, L3 share 0.9182
  complete: A3 0.5468, A2 0.0534, apparent 3.2998, error 2.88 %, L3 share 0.9332
[cubic field] hole Sz 0.9916, Tz 0.0051, Lz 0.3819, 2Sz+7Tz 2.0188
  none: A3 0.1406, A2 -0.0643, apparent 2.0188, error -0.00 %, L3 share 0.7356
  direct: A3 0.1363, A2 -0.0599, apparent 1.9204, error -4.87 %, L3 share 0.7574
  exchange: A3 0.1389, A2 -0.0625, apparent 1.9795, error -1.95 %, L3 share 0.7310
  complete: A3 0.1349, A2 -0.0585, apparent 1.8899, error -6.39 %, L3 share 0.7544
[no crystal field] first-order error in 2Sz+7Tz: F2 0.2690, G1 -0.2301, G3 0.0285, sum 0.0674; full error 0.0924
[cubic field] first-order error in 2Sz+7Tz: F2 -0.0945, G1 -0.0272, G3 -0.0047, sum -0.1265; full error -0.1289
edge splitting 9 eV, error: no crystal field 7.171 %, cubic field -12.694 %
edge splitting 18 eV, error: no crystal field 2.882 %, cubic field -6.387 %
edge splitting 36 eV, error: no crystal field 1.247 %, cubic field -3.172 %
edge splitting 72 eV, error: no crystal field 0.574 %, cubic field -1.577 %
edge splitting 15000 eV, error: no crystal field 0.003 %, cubic field -0.008 %
```
